# Acoustic phonon energy in electron backscattering and the quasi-elastic approximation

## Problem

An electron moves in a two-dimensional semiconductor channel at 300 K. Its effective mass is $m=0.48$ electron masses, and longitudinal sound travels at $v=6.7$ km/s. These are rough values for conduction electrons and longitudinal sound in monolayer MoS$_2$.

(a) Estimate the energy of the acoustic phonon that reverses the direction of a thermal electron.

(b) Find the difference between absorption and emission when energy is conserved exactly.

(c) Suppose that acoustic scattering is treated as elastic. Judge this approximation for a single collision and for the mobility.

(d) Find where the approximation fails, and compare a few related cases.

Take a parabolic, isotropic band, $E=\hbar^2k^2/2m$, phonons with $\omega=vq$, and a dilute electron gas that obeys Boltzmann statistics.

## Solution

### (a) The phonon energy

In two dimensions the density of states of a parabolic band does not depend on energy. The mean kinetic energy is therefore

$$
\langle E\rangle=\frac{\int_0^\infty E\,e^{-E/k_BT}\,dE}{\int_0^\infty e^{-E/k_BT}\,dE}=k_BT=25.85\ \text{meV}.
$$

We take an electron with this energy as the representative thermal electron. Its wavevector and speed are

$$
k=\frac{\sqrt{2mk_BT}}{\hbar}=0.571\ \text{nm}^{-1},\qquad v_e=\frac{\hbar k}{m}=137.6\ \text{km/s}.
$$

Suppose first that the collision leaves the length of $\mathbf k$ unchanged and turns it through an angle $\theta$. The phonon supplies the difference of the wavevectors:

$$
q^2=|\mathbf k'-\mathbf k|^2=2k^2(1-\cos\theta)=4k^2\sin^2(\theta/2).
$$

Hence $q=2k\sin(\theta/2)$, which is largest at $\theta=\pi$, where $q=2k=1.141$ nm$^{-1}$. The phonon energy is

$$
\hbar\omega=2\hbar vk.
$$

For the arithmetic, write $E=\tfrac12\hbar k\,v_e$, so that $\hbar k=2E/v_e$. Then

$$
\hbar\omega=4\,\frac{v}{v_e}\,E=4\times0.04868\times25.85\ \text{meV}=5.03\ \text{meV},
$$

or $8.07\times10^{-22}$ J. The energy is small because sound is about twenty times slower than the electron.

### (b) Exact energy conservation

Let the upper sign denote absorption and the lower sign emission. For exact reversal $q=k+k'$, and energy conservation reads

$$
\frac{\hbar^2}{2m}(k'^2-k^2)=\pm\hbar v(k+k').
$$

The left side contains the factor $(k'-k)(k'+k)$. Dividing by $k+k'$, which is positive, gives

$$
k'-k=\pm\frac{2mv}{\hbar}.
$$

Therefore $q=2k\pm2mv/\hbar$, and

$$
\hbar\omega=2\hbar vk\pm2mv^2.
$$

With $2mv^2=0.245$ meV, the absorbed phonon has 5.28 meV and the emitted one 4.79 meV. The elastic estimate lies midway between them. After absorption the electron is faster, so a larger wavevector is needed to reverse it; after emission the opposite holds. Reversal by emission requires $k'\ge0$, hence $v_e\ge2v$, which is well satisfied here.

### (c) How elastic is the scattering?

**A single collision.** The relevant ratio is

$$
\frac{\hbar\omega}{E}=\frac{4v}{v_e}=0.195.
$$

Since $E=k_BT$ for this electron, $x=\hbar\omega/k_BT$ has the same value. Backscattering changes the electron's energy by about a fifth, so a single event is only moderately elastic.

The phonon occupation shows the same thing. With $N=1/(e^x-1)$, absorption is proportional to $N$ and emission to $N+1$. For small $x$,

$$
N=\frac1x-\frac12+\frac{x}{12}+\cdots,\qquad
N+1=\frac1x+\frac12+\frac{x}{12}+\cdots .
$$

The equipartition approximation replaces both by $1/x=5.14$. At this same $x$ the Bose values are $N=4.65$ and $N+1=5.65$, about 9% below and 10% above it. In the sum the halves cancel:

$$
2N+1=\frac2x\left(1+\frac{x^2}{12}+\cdots\right),
$$

which exceeds the equipartition value by only 0.3%. With the exact energies of part (b), the absorption factor is 4.41 and the emission factor 5.91, about 14% below and 15% above 5.14, and their sum exceeds the equipartition value by 0.55%. This suggests that the mobility, to which both processes contribute, suffers less than a single collision. Recoil also matters, however, so the momentum relaxation rate has to be worked out.

**The momentum relaxation rate.** Assume equilibrium phonons, an unscreened deformation potential, and unit overlap between the initial and final band states. The squared coupling is then proportional to $q$: the squared strain contributes $q^2$, and the squared phonon amplitude contributes $1/\omega\propto1/q$.

Let a force $\mathbf F$ act on the electrons, and write their distribution as $f=f_0(1+\mathbf g\cdot\mathbf k)$, where $f_0$ is the equilibrium distribution. Let $W$ be the transition rate. Detailed balance, $f_0(\mathbf k)W(\mathbf k\to\mathbf k')=f_0(\mathbf k')W(\mathbf k'\to\mathbf k)$, turns the collision term for constant $\mathbf g$ into

$$
f_0\sum_{\mathbf k'}W(\mathbf k\to\mathbf k')\,\mathbf g\cdot(\mathbf k'-\mathbf k)=-f_0\,\Gamma\,\mathbf g\cdot\mathbf k,
$$

$$
\Gamma=\sum_{\mathbf k'}W(\mathbf k\to\mathbf k')\,\frac{(\mathbf k-\mathbf k')\cdot\mathbf k}{k^2}.
$$

The second form follows from isotropy: the summed change of $\mathbf k$ can point only along $\mathbf k$.

Now measure energies in $k_BT$ and wavevectors in $\sqrt{2mk_BT}/\hbar$. Let $p$ be the scaled electron wavevector, so that $\varepsilon=p^2$ is its scaled energy, and let $q$ now be scaled too. The phonon energy becomes $aq$, with

$$
a=v\sqrt{\frac{2m}{k_BT}},\qquad a^2=\frac{2mv^2}{k_BT}.
$$

Here $a=0.0974$. The backscattering ratio at $E=k_BT$ is $x=2a$.

Let $u$ be the cosine of the angle $\alpha$ between $\mathbf p$ and $\mathbf q$. Energy conservation gives

- emission, $\mathbf p'=\mathbf p-\mathbf q$: $\;q^2-2pqu=-aq$, so $q=2pu-a$;
- absorption, $\mathbf p'=\mathbf p+\mathbf q$: $\;q^2+2pqu=aq$, so $q=a-2pu$.

Define $s=2pu-a$. Directions with $s>0$ allow emission with $q=s$, and directions with $s<0$ allow absorption with $q=-s$. In both cases $\mathbf p'=\mathbf p-s\,\hat{\mathbf q}$, so the factor in $\Gamma$ is

$$
\frac{(\mathbf p-\mathbf p')\cdot\mathbf p}{p^2}=\frac{su}{p}.
$$

The sum over phonons has the area element $q\,dq\,d\alpha$, and the coupling supplies another factor $q$. The argument of the energy delta function has derivative $2q-2pu+a=q$ at the emission root and $2q+2pu-a=q$ at the absorption root. Integrating over $q$ therefore leaves one factor $q$ times the occupation factor:

$$
\text{emission: }\frac{s}{1-e^{-as}},\qquad
\text{absorption: }\frac{-s}{e^{-as}-1}=\frac{s}{1-e^{-as}}.
$$

Both are the same function $h(s)$. With a constant $B$ for the coupling strength,

$$
\Gamma=B\int_0^{2\pi}h(s)\,\frac{su}{p}\,d\alpha,\qquad
h(s)=\frac1a\left(1+\frac{as}{2}+\frac{a^2s^2}{12}+\cdots\right).
$$

The averages over the circle follow from $\langle u^2\rangle=\tfrac12$, $\langle u^4\rangle=\tfrac38$ and the vanishing of odd powers:

$$
\langle us\rangle=p,\qquad
\langle us^2\rangle=-4pa\langle u^2\rangle=-2pa,
$$

$$
\langle us^3\rangle=8p^3\langle u^4\rangle+6pa^2\langle u^2\rangle=3p^3+3pa^2.
$$

Inserting them and keeping terms up to relative order $a^2$, we find

$$
\Gamma=\Gamma_0\left[1-a^2+\frac{a^2\varepsilon}{4}\right],\qquad \Gamma_0=\frac{2\pi B}{a}.
$$

The elastic rate $\Gamma_0$ does not depend on energy. The term $-a^2$ combines two effects: emission is more probable than absorption at equal $q$, but recoil gives it smaller wavevectors. The positive term is the occupation correction found above. At $\varepsilon=1$ the formula gives a reduction of $0.75a^2$, or 0.7%; direct integration over angle gives $\Gamma/\Gamma_0=0.993$.

**The mobility.** In the steady state the force term balances the collision term:

$$
\frac{\mathbf F\cdot\hbar\mathbf k}{mk_BT}=\Gamma\,\mathbf g\cdot\mathbf k,
\qquad\text{so}\qquad
\mathbf g=\frac{\hbar\mathbf F\tau}{mk_BT},\quad \tau=\frac1\Gamma.
$$

This $\mathbf g$ depends weakly on energy, although the collision term was evaluated for constant $\mathbf g$. The variation of $\tau$ is of relative order $a^2$, and one collision changes $\varepsilon$ by order $a$. The neglected difference between $\mathbf g$ before and after a collision is thus of higher order than $a^2$.

The drift velocity is the average of $\hbar\mathbf k/m$ with weight $f_0\,\mathbf g\cdot\mathbf k$. Averaging the squared cosine between $\mathbf k$ and $\mathbf F$ gives $\tfrac12$, and the mobility becomes

$$
\mu=\frac{e}{m}\int_0^\infty\tau(\varepsilon)\,\varepsilon e^{-\varepsilon}\,d\varepsilon .
$$

The weight $\varepsilon e^{-\varepsilon}$ integrates to one and has mean energy $\int_0^\infty\varepsilon^2e^{-\varepsilon}d\varepsilon=2$. With $\tau=\Gamma_0^{-1}[1+a^2(1-\varepsilon/4)]$,

$$
\frac{\mu}{\mu_{\text{elastic}}}=1+a^2\left(1-\frac24\right)=1+\frac{mv^2}{k_BT}.
$$

The correction is 0.474% of the elastic mobility. A numerical solution of the linearized Boltzmann equation, which retains the energy change in every collision and lets $\mathbf g$ vary with energy, gives 0.476%. The same calculation at $a=0.05$ and $a=0.15$ tests the scaling: the correction agrees with $a^2/2$ to within 3% of itself.

The elastic approximation is therefore good for this intravalley acoustic-limited mobility, even though one backscattering event exchanges a fifth of $k_BT$. The strictly elastic limit cannot describe the cooling of hot electrons, because it removes no energy. Cooling appears at order $a^2$: the electron loses $as$ per collision, and with $\langle s\rangle=-a$ and $\langle s^2\rangle=2\varepsilon+a^2$ the net loss rate is $\Gamma_0a^2(\varepsilon-1)$ in units of $k_BT$.

### (d) Limits and other cases

For an electron with $E=k_BT$,

$$
\frac{\hbar\omega}{k_BT}=2a=\sqrt{\frac{8mv^2}{k_BT}}.
$$

The ratio grows as $T^{-1/2}$ on cooling and reaches one when $k_BT=8mv^2$, at 11.4 K. This is the elastic estimate. With recoil the ratio is $2a\pm a^2$, which is 1.25 for absorption and 0.75 for emission at 11.4 K, and the absorbed phonon already reaches $k_BT$ at 16.6 K. There $a=\tfrac12$, and the leading formula predicts a mobility correction of 12.5%. The numerical Boltzmann solution gives 14.0%, so higher orders have become visible. This limit assumes that the gas is still dilute, which for two spins and two valleys means a density well below $4mk_BT/2\pi\hbar^2$. That scale is $1.0\times10^{13}$ cm$^{-2}$ at 300 K but only $3.9\times10^{11}$ cm$^{-2}$ at 11.4 K, so a channel with $10^{12}$ cm$^{-2}$ is already degenerate there. The conduction band of MoS$_2$ is also split by spin-orbit coupling. A splitting of only 3 meV exceeds $k_BT\approx1$ meV at 11.4 K, leaves about one spin per valley populated, and halves the scale to about $2\times10^{11}$ cm$^{-2}$. In a degenerate gas the Fermi wavevector sets $q$, and the criterion must be changed.

Slow electrons are an exception for the single collision. The elastic ratio $4v/v_e$ reaches one at $E=8mv^2=0.98$ meV, and 3.7% of the electrons lie below this energy at 300 K. With recoil included, the phonon absorbed in a reversal equals the electron's energy at 1.43 meV, below which 5.4% of the electrons lie. Emission needs $2pu>a$ for some direction, hence $v_e>v$. The threshold energy $\tfrac12mv^2$ is a quarter of 0.245 meV, or 0.061 meV. At 300 K a fraction $1-e^{-0.061/25.85}\approx0.2\%$ of the electrons lies below it. The momentum relaxation rate has no exception there. The expansion of $h(s)$ needs only $|as|\ll1$, so $\Gamma\approx\Gamma_0(1-a^2)=0.991\,\Gamma_0$ holds below the threshold as well, where absorption alone supplies it.

The table compares phonon energies. Unless stated otherwise, the temperature is 300 K, the electron has $E=k_BT$, and the phonon is longitudinal acoustic. The last column uses the temperature of the case.

| Case | $\hbar\omega$ (meV) | $\hbar\omega/k_BT$ |
|---|---:|---:|
| Backscattering | 5.0 | 0.19 |
| Mean over scattering angles | 3.2 | 0.12 |
| Backscattering, thermal mean | 4.5 | 0.17 |
| Backscattering at 400 K | 5.8 | 0.17 |
| Transverse sound, 4.2 km/s | 3.2 | 0.12 |
| Density $10^{13}$ cm$^{-2}$, mean energy | 5.7 | 0.22 |
| Optical phonon | 48 | 1.9 |

The second row uses the isotropic scattering of the elastic limit, for which $\langle\sin(\theta/2)\rangle=2/\pi$. The third averages $\sqrt E$ over the Boltzmann distribution, which multiplies the first row by $\sqrt\pi/2$. Five meV is thus the energy for a full reversal of the representative electron, and a typical collision exchanges less. Heating to 400 K raises the phonon energy as $\sqrt T$, but $k_BT$ rises faster, so the scattering becomes more elastic.

The density row counts two spins and two valleys as degenerate; a spin splitting of 3 meV would move the Fermi level given next up to 14.0 meV. Fermi statistics put the Fermi level 12.5 meV above the band edge and raise the mean energy to $1.27\,k_BT$, which increases the phonon energy by the square root of that factor. This row gives the kinematic change alone; Pauli blocking and screening would also alter the mobility formula.

The optical phonon, with a rough energy of 48 meV, is a different case. An electron at $k_BT$ cannot emit it, and absorption nearly triples the electron's energy. The quasi-elastic treatment does not apply.

### Comparison with a real channel

The mass and sound velocities are rough values for monolayer MoS$_2$, and an isotropic mass is reasonable near the minimum of its K valley. Two idealizations of the bands hardly matter for the phonon energy. For a rough lattice constant of 0.32 nm, the backscattering wavevector is a tenth of the zone-edge value 11.3 nm$^{-1}$ along the $\Gamma$–M direction, and a sine-shaped phonon branch lowers the energy by 0.4%. Nonparabolicity of the form $E(1+E/E_g)=\hbar^2k^2/2m$, with a rough gap $E_g=1.8$ eV, raises it by 0.7%. The mobility itself is more sensitive. The sine-shaped branch lowers the elastic acoustic mobility by about 1% if the squared strain stays proportional to $q^2$, and leaves it unchanged if the strain follows the same sine. With unit overlap kept, the nonparabolicity lowers it by about 10%. The two-band model that gives this dispersion also gives an overlap below one, which cancels part of the drop: it is about 3% for equal deformation potentials in both bands, 5% if only the conduction band shifts, and 8% for opposite signs. Each of these band effects exceeds the half-percent inelastic correction. All of this concerns scattering within one valley, and the higher conduction valleys at Q are left out. Scattering between the K and K′ valleys needs acoustic phonons from the zone corner K, at 13.1 nm$^{-1}$. A sine-shaped branch that peaks there reaches about 37 meV for longitudinal and 23 meV for transverse sound. These crude values are comparable to $k_BT$, and the elastic treatment does not apply to such phonons.

The assumption that collisions are well separated is under real strain. A rough total mobility of 100 cm$^2$/Vs, to which optical phonons and defects may contribute, corresponds to $\tau=m\mu/e=27$ fs and a broadening $\hbar/\tau=24$ meV, almost five times the acoustic phonon energy. The product of wavevector and mean free path $\ell$ is only 2.1. If the transferred wavevector is uncertain by about $1/\ell$, its relative uncertainty is $1/(2k\ell)\approx0.23$, and the estimate of 5 meV is blurred by roughly 1 meV. The half-percent correction is therefore the error of one approximation within Boltzmann theory for acoustic scattering, and it does not measure the accuracy of a predicted device mobility. Its coefficient also belongs to the unscreened deformation potential, and piezoelectric coupling is left out. At $10^{12}$ cm$^{-2}$ and a relative permittivity of 4, the static screening wavevector $e^2n/2\epsilon_0\epsilon_rk_BT$ is about $1.5k$, and a coupling screened in this way changes the correction from 0.48% to about 0.36% while raising the elastic mobility by a factor of 3.4. This is the long-wavelength form of screening and overstates it at $q\sim2k$, where the polarizability of the dilute gas has fallen to 0.54 of its long-wavelength value. Including that fall gives a correction of 0.22% and a mobility factor of 2.4. Adding the permittivity of the sheet itself, $\epsilon_r+r_0q$ with a rough $r_0=4$ nm, gives 0.06% and a factor of 1.7. These three corrections use static screening. The polarizability at the phonon frequency differs from the static one at the same order $a^2$, and using it changes them to about 0.10%, 0.10% and $-0.04\%$. If electron-electron collisions force a drifted Maxwell distribution, the static values become 0.53% to 0.55%. The correction stays below about 0.6% in magnitude in these cases, but its value and even its sign depend on the screening model.

## Table of computed values

```
Electron mass: 0.48 electron masses
Sound velocity: 6.7 km/s
Temperature: 300 K
Thermal energy kT: 25.85 meV
Electron wavevector k: 0.5707 nm^-1
Electron speed: 137.6 km/s
Backscattering q=2k: 1.141 nm^-1
Elastic phonon energy estimate: 5.034 meV
Elastic phonon energy estimate: 8.065e-22 J
Recoil correction 2mv^2: 0.245 meV
Exact absorbed phonon energy: 5.279 meV
Exact emitted phonon energy: 4.789 meV
Phonon energy / kT: 0.1947
Sound speed / electron speed: 0.04868
Thermal mean backscattering energy: 4.461 meV
Angular mean at E=kT: 3.204 meV
Bose occupation N: 4.652
Equipartition kT/phonon energy: 5.136
N / equipartition value: 0.9058
(2N+1) / equipartition value: 1.00316
Parameter a: 0.09735
Momentum rate at E=kT / elastic: 0.992913
Predicted mobility correction mv^2/kT: 0.4739 %
Boltzmann mobility correction: 0.4758 %
Temperature where phonon energy=kT: 11.37 K
Mobility correction there: 14.02 %
Rough lattice constant: 0.32 nm
Zone-edge wavevector: 11.34 nm^-1
Sine-dispersion energy change: -0.4164 %
Rough band gap: 1.8 eV
Nonparabolic energy change: 0.7156 %
Example electron density: 1e+13 cm^-2
Fermi level above band edge: 12.53 meV
Degenerate mean energy / kT: 1.267
Phonon energy at that mean: 5.665 meV
Hot operating temperature: 400 K
Phonon energy when hot: 5.812 meV
Rough transverse sound velocity: 4.2 km/s
Transverse phonon energy: 3.155 meV
Rough optical phonon energy: 48 meV
Optical phonon energy / kT: 1.857
Rough total mobility: 100 cm2/Vs
Relaxation time from mobility: 27.29 fs
Collision broadening hbar/tau: 24.12 meV
Wavevector times mean free path: 2.144
```
